# Slowing of a Fisher-KPP front by a growth cutoff

## Problem

A normalized concentration $u(x,t)$ spreads by diffusion and grows towards $u=1$. Growth is switched off wherever $u$ is below a threshold $\varepsilon$:

$$u_t=D\,u_{xx}+r\,u(1-u)\,\theta(u-\varepsilon).$$

Here $\theta$ is the unit step, so diffusion acts everywhere. At the start $u=1$ on the left and $u=0$ on the right. Let $v_0$ be the steady front speed for $\varepsilon=0$ and $v_\varepsilon$ the steady speed with the cutoff. The fractional slowing is

$$S=\frac{v_0-v_\varepsilon}{v_0}.$$

(a) Derive the leading behaviour of $S$ as $\varepsilon\to0$, which is the Brunet-Derrida formula, and evaluate it for $\varepsilon=10^{-16}$.

(b) Find the next constant in the expansion and judge the accuracy of the answer to (a).

(c) For $D=1000\ \mu\mathrm{m^2/s}$ and $r=0.1\ \mathrm{s^{-1}}$, how far does the front with cutoff fall behind the front without it in one hour of steady motion?

## Hints

1. Scale $D$ and $r$ away. Then ask which exponential tails can travel at a given speed.
2. Ahead of the cutoff point the wave equation has no growth term. Its solution fixes the ratio $U'/U$ at that point.
3. A front slower than $v_0$ has an oscillating linear tail. This is allowed if the cutoff comes before the first change of sign.
4. For the next constant, match the oscillating tail to the tail of the front without cutoff. Keep track of the amplitude as well as the wavelength.

## Solution

### Scaling and the speed without cutoff

Measure length in units of $\sqrt{D/r}$ and time in units of $1/r$. Speeds are then in units of $\sqrt{rD}$, and the equation becomes

$$u_t=u_{xx}+u(1-u)\theta(u-\varepsilon).$$

Consider $\varepsilon=0$ first. Where $u\ll1$, the term $u^2$ can be dropped. Inserting $u=e^{-\lambda(x-vt)}$ gives $\lambda v=\lambda^2+1$, or

$$v(\lambda)=\lambda+\frac1\lambda .$$

From $v'(\lambda)=1-1/\lambda^2=0$ the minimum is $v=2$, at $\lambda=1$. For $v<2$ the two values of $\lambda$ are complex, so the tail would oscillate about zero and make $u$ negative. A steady front without cutoff therefore has $v\ge2$.

It cannot be faster than 2 with the stated initial data. Since $u(1-u)\le u$, the solution lies below that of $q_t=q_{xx}+q$ with the same initial data. Indeed $q-u$ obeys the same linear equation with an added source $u^2\ge0$, and it starts from zero. With the initial step at $x=0$,

$$q(x,t)=\frac{e^t}{2}\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt t}\right)\le\frac12e^{\,t-x^2/4t}\qquad(x>0).$$

At $x=vt$ the bound is $\tfrac12e^{t(1-v^2/4)}$, which vanishes at late times if $v>2$. Hence $v_0=2$, or $2\sqrt{rD}$ in the original units. The bound also holds with the cutoff, because removing growth only increases the source in the equation for $q-u$.

### Condition at the cutoff point

Look for a steady wave $u=U(z)$ with $z=x-vt$. Then $u_t=-vU'$, and

$$U''+vU'+U(1-U)\theta(U-\varepsilon)=0.$$

Let $z_c$ be the point where $U=\varepsilon$. Ahead of it $U''+vU'=0$, so $U=B+Ce^{-vz}$. The concentration vanishes far ahead, which requires $B=0$. Thus $U'=-vU$ there.

The reaction term jumps at $z_c$ but stays finite. Integrating the wave equation over a vanishing interval around $z_c$ shows that $U'$ is continuous. The condition on the growing side is therefore

$$-\frac{U'}{U}=v\qquad\text{at }U=\varepsilon. \tag{1}$$

This condition forces $v<2$. Define $w=-U'/U$. Behind the cutoff,

$$w'=-\frac{U''}{U}+w^2=w^2-vw+1-U. \tag{2}$$

The wave starts at $U=1$ with $w=0$, and (1) demands that $w$ rise to $v$. If $v\ge2$, the polynomial $w^2-vw+1$ has a real smaller root $\lambda_-$ with $0<\lambda_-<v$. At $w=\lambda_-$ equation (2) gives $w'=-U<0$, so $w$ cannot cross $\lambda_-$ from below and never reaches $v$. A steady wave with a cutoff must be slower than 2.

### The oscillating tail

Between the front and the cutoff point lies a long region with $\varepsilon<U\ll1$, where $U''+vU'+U=0$. Inserting $e^{mz}$ gives $m^2+vm+1=0$, so

$$m=-\frac v2\pm ik,\qquad k=\sqrt{1-\frac{v^2}{4}} .$$

A shift of the origin absorbs the phase, and the real solution is

$$U=A\,e^{-vz/2}\sin(kz),\qquad 0<kz<\pi,$$

with the range set by $U>0$. Its logarithmic derivative is $U'/U=-v/2+k\cot(kz)$. Condition (1) then reads $k\cot(kz_c)=-v/2$, or

$$\tan(kz_c)=-\frac{2k}{v}.$$

From the definition of $k$, $v=2\sqrt{1-k^2}$, so $2k/v=k/\sqrt{1-k^2}=\tan(\arcsin k)$. The root in the allowed range is

$$kz_c=\pi-\arcsin k,\qquad \sin(kz_c)=k. \tag{3}$$

For small $k$ the growing part of the tail is almost half a wavelength long: $z_c\approx\pi/k-1$.

The slowing also follows from $k$:

$$S=\frac{2-v}{2}=1-\sqrt{1-k^2}=\frac{k^2}{2}+O(k^4). \tag{4}$$

### Matching and the leading formula

It remains to connect $k$ with $\varepsilon$. From (3), the value at the cutoff point is

$$\varepsilon=A\,k\,e^{-vz_c/2}.$$

The amplitude $A$ comes from the main part of the front. As $k\to0$ the speed tends to 2, and that part tends to the front without cutoff. At $v=2$ the two exponents coincide at $m=-1$, so the tail of that front is $(\alpha z+\beta)e^{-z}$. Writing $\alpha z+\beta=\alpha(z+\beta/\alpha)$ and moving the origin by $\beta/\alpha$ turns it into

$$U=a\,z\,e^{-z},\qquad a=\alpha e^{\beta/\alpha}.$$

In the range $1\ll z\ll1/k$ both forms apply. There $\sin(kz)\approx kz$, and $v/2=1-k^2/2+\dots$ gives $e^{-vz/2}\approx e^{-z}$. The oscillating tail becomes $Ak\,z\,e^{-z}$, so $Ak=a$. The large amplitude $A=a/k$ cancels the small sine at the cutoff, and

$$\varepsilon\approx a\,e^{-vz_c/2}.$$

Take the logarithm and expand with (3):

$$|\ln\varepsilon|=\frac{v z_c}{2}-\ln a
=\sqrt{1-k^2}\,\frac{\pi-\arcsin k}{k}-\ln a
=\frac\pi k-1-\ln a+O(k). \tag{5}$$

For very small $\varepsilon$ the constants are negligible beside $\pi/k$. Then $k\approx\pi/|\ln\varepsilon|$, and (4) gives the Brunet-Derrida result for this equation:

$$\boxed{S\approx\frac{\pi^2}{2\ln^2\varepsilon}}$$

The logarithm is natural, because it measures the length of an exponential tail.

The same argument gives the form used for other dispersion relations. Let $v(\lambda)$ have its minimum $v_0$ at $\lambda_0$. An oscillating tail has $\lambda=\lambda_0+i\kappa$, up to a real shift of order $\kappa^2$ that keeps the speed real. Since $v'(\lambda_0)=0$, this shift does not affect the speed at order $\kappa^2$, and $v\approx v_0-\tfrac12v''(\lambda_0)\kappa^2$. The tail falls from order one to $\varepsilon$ over a length $|\ln\varepsilon|/\lambda_0$, which must be half a wavelength, $\pi/\kappa$. Hence

$$v_\varepsilon\approx v_0-\frac{\pi^2\lambda_0^2\,v''(\lambda_0)}{2\ln^2\varepsilon}.$$

In original units $v(\lambda)=D\lambda+r/\lambda$, $\lambda_0=\sqrt{r/D}$ and $v''(\lambda_0)=2r/\lambda_0^3$. The correction is $\pi^2(r/\lambda_0)/\ln^2\varepsilon=\pi^2\sqrt{rD}/\ln^2\varepsilon$. Division by $v_0=2\sqrt{rD}$ recovers the box.

### Answer to (a)

For $\varepsilon=10^{-16}$, $\ln\varepsilon=-36.8414$ and $\ln^2\varepsilon=1357.29$. Therefore

$$S\approx\frac{4.93480}{1357.29}=0.003636,$$

a slowing of **0.364 % by the asymptotic formula**. Neither $D$ nor $r$ enters. A base-10 logarithm in the formula would give 1.93 %, too large by the factor $(\ln10)^2\approx5.3$.

The effect is far larger than $\varepsilon$ itself because the front is pulled by growth in its dilute leading edge. The cutoff shortens that edge to a finite length, and the speed responds to the length, which depends on $\varepsilon$ through a logarithm.

### Answer to (b)

Keeping the constants in (5) gives

$$\frac\pi k\approx|\ln\varepsilon|+c,\qquad c=1+\ln a,\qquad
S\approx\frac{\pi^2}{2(|\ln\varepsilon|+c)^2}. \tag{6}$$

The number $a$ belongs to the full nonlinear front at $v=2$ and is found numerically. Near $U=1$ put $U=1-y$. To first order in $y$ the wave equation becomes $y''+vy'-y=0$. The solution leaving $U=1$ grows as $e^{\mu z}$, with $\mu=(-v+\sqrt{v^2+4})/2$. This supplies the starting slope for integrating (2) together with $(\ln U)'=-w$.

Deep in the tail, $U=aze^{-z}$ implies $w=1-1/z$. The properly placed coordinate is thus $z=1/(1-w)$, and

$$\ln a=\ln U+z-\ln z.$$

Evaluated at $\ln U=-35$, this gives $\ln a=-1.9524$. Evaluation at $\ln U=-25$ changes it by about $10^{-8}$. Hence $c=-0.9524$, and at $\varepsilon=10^{-16}$

$$S\approx\frac{4.93480}{(36.8414-0.9524)^2}=0.00383 .$$

The matching can be avoided altogether. For a chosen $v<2$, integrate the nonlinear equation (2) from $U=1$ until $w=v$. By (1), the value of $U$ reached there is the cutoff that belongs to that speed. Adjusting $v$ until this value equals the desired $\varepsilon$ gives the column "wave" below. All slowings are in percent.

| $\varepsilon$ | wave | leading | with $c$ |
|---|---|---|---|
| $10^{-8}$ | 1.550 | 1.454 | 1.617 |
| $10^{-16}$ | 0.3800 | 0.3636 | 0.3831 |
| $10^{-32}$ | 0.0931 | 0.0909 | 0.0933 |
| $10^{-128}$ | 0.00572 | 0.00568 | 0.00572 |

At $10^{-16}$ the leading formula is 4.3 % below the wave result, relative to that result. The estimate with $c$ is 0.8 % above it. The numerical solution of the stated model is thus a slowing of 0.380 %, and 0.364 % is its leading asymptotic estimate.

The error left in (6) comes largely from the next term of (5). Expanding $\sqrt{1-k^2}\,(\pi-\arcsin k)/k$ one order further adds $-\pi k/2$. The main part of the front depends on $k$ through $v$ alone, so its amplitude and position change at order $k^2$. Therefore

$$\frac\pi k-|\ln\varepsilon|=c+\frac{\pi k}{2}+O(k^2).$$

At $\varepsilon=10^{-16}$ the wave has $k=0.0871$, and the right side without the last term is $-0.952+0.137=-0.816$. The wave gives $-0.770$. The term $\pi k/2$ thus accounts for about three quarters of the distance from $c$.

The steady wave must also be the state that the time-dependent equation approaches. This was tested at $\varepsilon=10^{-4}$, where the slowing is large enough to resolve cheaply. The simulation used grid spacing 0.1 and time step 0.004, and started from a step. The growth of $\int u\,dx$ between scaled times 40 and 80 gave a speed of 1.8827, against 1.8822 for the steady wave. The difference is about 0.4 % of the speed loss, $2-1.8822$. It supports the selection of this wave at $10^{-4}$; the simulation was not repeated at $10^{-16}$.

### Answer to (c)

The length unit is $\sqrt{D/r}=100\ \mu\mathrm m$, and

$$v_0=2\sqrt{rD}=2\sqrt{100}\ \mu\mathrm{m/s}=20\ \mu\mathrm{m/s}.$$

The leading formula gives a speed loss of $20\times0.003636=0.0727\ \mu\mathrm{m/s}$. Over 3600 s the lag is **262 µm (0.262 mm)**, out of a travel of 72 000 µm. The wave solution gives a loss of $0.0760\ \mu\mathrm{m/s}$ and a lag of 274 µm. Both figures compare steady speeds and leave out the start-up period, which is long. After a step start, the front without cutoff approaches its steady speed only as $2-3/(2t)$ in scaled units, a known result for this equation. One hour is $t=360$, where this leading term of the deficit is still 0.0042, comparable with the loss of 0.0076 caused by the cutoff. The front with cutoff also starts slowly, and the two fronts move almost alike until their tails have grown long enough for the cutoff to matter. The lag built up in the first hour after a step start is therefore much smaller than the steady figures.

Measured from the shifted origin, the growing part of the tail has length $z_c\approx\pi/k-1\approx35$ units. From the midpoint $U=1/2$ to the cutoff point the distance is about 38 units, or 3.8 mm. A simulation must keep at least this region ahead of the midpoint; a nearer boundary would replace condition (1) by another one.

The value of $D$ is of the rough size found for small molecules in water, while $r$ is a round choice. A real reaction need not have a sharp threshold at $10^{-16}$. With $D$ and $r$ held fixed, a threshold of $10^{-8}$ would raise the slowing in this model from 0.380 % to 1.55 %. The model also ignores fluctuations in the number of molecules, whose effect is not estimated here. The upper bound on the speed also relies on growth per unit concentration being greatest in the dilute limit, as it is for $1-u$. If growth is stronger at intermediate $u$, the bound that gave $v_0=2$ no longer applies, and the front may be driven from behind its leading edge.

## Variation 1: squaring the cutoff

*The threshold is lowered from $10^{-16}$ to $10^{-32}$. By what factor does the slowing fall?*

Squaring $\varepsilon$ doubles $|\ln\varepsilon|$. The leading formula then gives one quarter of the former slowing:

$$\frac{0.3636\,\%}{4}=0.0909\,\%.$$

The wave solutions give $0.3800/0.0931\approx4.08$ instead of 4. The sign of the difference follows from the negative offset in $\pi/k=|\ln\varepsilon|+\text{offset}$: it shortens the smaller logarithm by a larger fraction, and so raises the slowing more at $10^{-16}$. Sixteen further decades of threshold remove only about three quarters of the effect, so lowering the threshold is a slow way to approach $v_0$.

## Variation 2: a grid that hides the slowing

*Diffusion is discretized by central differences with spacing $h$, in units of $\sqrt{D/r}$, and time is integrated accurately. At what $h$ does the grid speed up the front without cutoff by as much as the cutoff at $10^{-16}$ slows it?*

For a tail $e^{-\lambda(x-vt)}$ the second difference gives

$$\frac{e^{\lambda h}-2+e^{-\lambda h}}{h^2}=\frac{2(\cosh\lambda h-1)}{h^2}=\lambda^2+\frac{\lambda^4h^2}{12}+\dots$$

Adding the growth rate 1 and dividing by $\lambda$,

$$v_h(\lambda)=\lambda+\frac1\lambda+\frac{\lambda^3h^2}{12}+\dots$$

The minimum moves away from $\lambda=1$ by an amount of order $h^2$. Because $v(\lambda)$ is stationary there, the move changes the speed at order $h^4$. To order $h^2$ the minimal speed is therefore $2+h^2/12$.

The leading speed loss is $2\times0.003636=0.00727$ in scaled units. Setting $h^2/12=0.00727$ gives $h=0.295$. Direct minimization of the full grid relation, with the same speed loss, gives $h=0.297$. The leading formula limits the accuracy here: the wave result of part (b) has a speed loss 4.5 % larger, and since $h$ grows as the square root of the loss, this raises $h$ by about 2 %. The answer is thus $h\approx0.30$, or about 30 µm for the parameters of part (c).

The two effects have opposite signs. A run with this spacing could show a speed close to $v_0$ although neither effect is small compared with the slowing being sought. To keep the grid speed-up below 5 % of the slowing, $h$ must be smaller by the factor $\sqrt{0.05}\approx0.22$, which gives a spacing of about 0.066. These spacings are estimates, because the grid effect was computed for the front without cutoff. In a simulation it is safer to repeat the run at several spacings with $\varepsilon$ held fixed, and to extrapolate the speed to $h=0$.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
cutoff eps = 1e-16 (dimensionless)
ln(eps) = -36.8414 (dimensionless)
ln(eps)^2 = 1357.29 (dimensionless)
pi^2/2 = 4.93480 (dimensionless)
leading fractional slowing = 0.003636 (dimensionless)
leading fractional slowing = 0.3636 percent
slowing if log10 is wrongly used = 1.928 percent
tail constant ln(a) = -1.9524, a = 0.1419 (scaled)
shift of ln(a) between depths = 8.9e-09
offset c = -0.9524 (dimensionless)
refined slowing = 0.3831 percent
nonlinear-wave slowing = 0.3800 percent
k of nonlinear wave = 0.087094 (scaled)
leading / nonlinear - 1 = -4.32 percent
refined / nonlinear - 1 = 0.83 percent
eps; slowing wave, leading, refined (percent); pi/k-|ln eps|
1e-08; 1.54977, 1.45431, 1.61723; -0.5068
1e-16; 0.37999, 0.36358, 0.38313; -0.7701
1e-32; 0.09313, 0.09089, 0.09329; -0.8732
1e-64; 0.02301, 0.02272, 0.02302; -0.9159
1e-128; 0.00572, 0.00568, 0.00572; -0.9349
simulation test cutoff = 1e-04 (dimensionless)
simulated speed = 1.8827 (units sqrt(rD))
travelling-wave speed = 1.8822 (units sqrt(rD))
D = 1000 um^2/s
r = 0.1 1/s
length sqrt(D/r) = 100.0 um
uncut speed v0 = 20.0000 um/s
speed loss, leading = 0.07272 um/s
speed with cutoff, leading = 19.9273 um/s
speed loss, nonlinear wave = 0.07600 um/s
speed with cutoff, nonlinear wave = 19.9240 um/s
uncut travel in one hour = 72000 um
lag in one hour, leading = 261.8 um
lag in one hour, nonlinear wave = 273.6 um
grid spacing of equal speed-up = 0.2974 (scaled)
same spacing from h^2/12 = 0.2954 (scaled)
grid spacing of equal speed-up = 29.7 um
```
